\section*{Diffraction-Peak Widths from Accumulated Line-Spacing Errors in Gratings}

\section{Situation and model}

A block-copolymer film can form long parallel lines whose positions are set mainly by their neighbours. If one spacing comes out too large, every later line is displaced by that error. X-ray scattering from such a pattern shows peaks that become broader with increasing order, and the question is how to obtain the spacing error from their widths.

Let $N$ identical lines have positions $x_1,\ldots,x_N$ and successive spacings
\begin{equation}
x_{j+1}-x_j=d+e_j ,
\end{equation}
where $d$ is the mean pitch. The errors $e_j$ are independent and Gaussian, with mean zero and standard deviation $\sigma$. The component of the scattering vector across the lines is $q$. For weak, coherent scattering the mean intensity is $N|F(q)|^2S_N(q)$, where $F$ is the form factor of one line and
\begin{equation}
S_N(q)=\frac1N\left\langle\left|\sum_{j=1}^{N}e^{iqx_j}\right|^2\right\rangle .
\label{eq:def}
\end{equation}
Order $m\ge1$ lies near $q_m=2\pi m/d$. Width means full width at half maximum, written $\Delta q_m$. The key parameter is
\begin{equation}
s(q)=\tfrac12q^2\sigma^2,\qquad
s_m=s(q_m)=2\pi^2m^2\frac{\sigma^2}{d^2}.
\label{eq:s}
\end{equation}
The result derived below is
\begin{equation}
\boxed{\;\Delta q_m\simeq\frac{2s_m}{d}=\frac{4\pi^2\sigma^2}{d^3}\,m^2,
\qquad \frac1N\ll s_m\ll1\;}
\label{eq:law}
\end{equation}
The right-hand inequality keeps the peaks narrow compared with their distance. The left-hand one makes disorder, and not the finite length of the grating, set the width. Separated peaks alone are therefore not sufficient for the quadratic law.

\section{From spacing errors to the structure factor}

Two lines $n$ places apart are separated by $nd+E_n$, where $E_n$ is a sum of $n$ independent errors. Variances add, so $E_n$ is Gaussian with variance $n\sigma^2$. For a Gaussian of variance $V$, completing the square gives $\langle e^{iqE}\rangle=e^{-q^2V/2}$. Hence
\begin{equation}
\left\langle e^{iq(x_{j+n}-x_j)}\right\rangle=e^{inqd}e^{-ns}=z^n,
\qquad z=e^{-s+iqd}.
\end{equation}
Phase memory is lost over about $1/s_m$ lines. A higher order is more sensitive to displacement, its memory length falls as $m^{-2}$, and its width rises as $m^2$.

The square in \eqref{eq:def} contains $N$ diagonal terms equal to one. For each $n$ it contains $N-n$ pairs and their complex conjugates, so
\begin{equation}
S_N=1+\frac2N\,\mathrm{Re}\sum_{n=1}^{N-1}(N-n)z^n .
\label{eq:pairs}
\end{equation}
To sum this, note that $z^n$ occurs $N-n$ times in the double sum over $k=1,\ldots,N-1$ and $n=1,\ldots,k$:
\begin{align}
\sum_{n=1}^{N-1}(N-n)z^n
&=\sum_{k=1}^{N-1}\frac{z(1-z^k)}{1-z}\nonumber\\
&=\frac{z}{1-z}\left[N-1-\frac{z-z^N}{1-z}\right]\nonumber\\
&=\frac{z}{1-z}\left[N-\frac{1-z^N}{1-z}\right].
\end{align}
The last line uses $1+(z-z^N)/(1-z)=(1-z^N)/(1-z)$. Since $1+2z/(1-z)=(1+z)/(1-z)$,
\begin{equation}
S_N=\mathrm{Re}\,\frac{1+z}{1-z}
-\frac2N\,\mathrm{Re}\,\frac{z(1-z^N)}{(1-z)^2}.
\label{eq:finite}
\end{equation}

For $q\ne0$ and $N\to\infty$ the second term vanishes. Multiplying numerator and denominator of the first by $1-z^*$ gives
\begin{equation}
S_\infty=\frac{1-e^{-2s}}{1-2e^{-s}\cos qd+e^{-2s}}
=\frac{\sinh s}{\cosh s-\cos qd},
\label{eq:infinite}
\end{equation}
where the second form follows on multiplying both parts by $e^s/2$.

The averaging was tested on randomly generated gratings of 200 lines, with 4000 samples for each of three neighbour correlations, $0$, $-0.2$ and $-0.5$ (the last two are treated in Section~\ref{sec:corr}). Orders 1, 3 and 6 were compared with the pair sum at $q_m$ and at $q_m+s_m/d$. The largest of the 18 deviations was 2.15 standard errors.

\section{Peak width and its corrections}

\subsection{Half-height condition}

Let $x=(q-q_m)d$, so that $\cos qd=\cos x$, and first hold $s$ at $s_m$ across the peak. The maximum at $x=0$ and the valley at $x=\pi$ are
\begin{equation}
\frac{\sinh s_m}{\cosh s_m-1}=\coth\frac{s_m}{2},
\qquad
\frac{\sinh s_m}{\cosh s_m+1}=\tanh\frac{s_m}{2}.
\end{equation}
At half height the denominator is twice its value at the maximum:
\begin{align}
\cosh s_m-\cos x&=2(\cosh s_m-1),\nonumber\\
1-\cos x&=\cosh s_m-1,\nonumber\\
\sin^2(x/2)&=\sinh^2(s_m/2).
\end{align}
The two solutions lie symmetrically about zero, and their distance is
\begin{equation}
\Delta q_m d=4\arcsin\!\left(\sinh\frac{s_m}{2}\right).
\label{eq:frozen}
\end{equation}
With $u=s_m/2$, the expansions $\sinh u=u+u^3/6+\cdots$ and $\arcsin v=v+v^3/6+\cdots$ give $\arcsin(\sinh u)=u+u^3/3+\cdots$. Thus
\begin{equation}
\Delta q_m d=2s_m\left(1+\frac{s_m^2}{12}+\cdots\right),
\end{equation}
whose leading term is \eqref{eq:law}.

Equation \eqref{eq:frozen} has a solution if $\sinh(s_m/2)\le1$, or $s_m\le2\,\mathrm{arsinh}\,1=1.763$. Beyond this the valley lies above half the peak height and a half-height width no longer exists. By \eqref{eq:s}, the limit is $m\le0.299\,d/\sigma$ with $s$ held fixed across the peak.

The average of $S_\infty$ over one period of $x$ is one at fixed $s$, because all cosine terms in $1+2\sum_n e^{-ns}\cos nx$ integrate to zero. Disorder spreads the area of the peak without removing it, and for small $s_m$ the height falls as $2/s_m\propto m^{-2}$.

\subsection{Variation of disorder across the peak}

In fact $s$ grows with $q$, as $s=s_m[1+x/(2\pi m)]^2$. Set $y=x/s_m$ and $\eta=s_m/(2\pi m)$. Near a narrow peak $\sinh s\simeq s$ and $\cosh s-\cos x\simeq(s^2+x^2)/2$, so $S_\infty\simeq2s/(s^2+x^2)$. With $u=(1+\eta y)^2$ this becomes
\begin{equation}
\frac{2}{s_mS_\infty}\simeq u+\frac{y^2}{u}.
\end{equation}
Close to the maximum $y$ is of order $\eta$, and the right side is $1+2\eta y+y^2$ through second order. Its minimum is $1-\eta^2$, at $y=-\eta$. The peak therefore shifts to lower $q$ by
\begin{equation}
\delta q=-\frac{\eta s_m}{d}=-\frac{s_m^2}{2\pi m d}.
\end{equation}
At half height the right side is $2(1-\eta^2)$. Multiplying by $u$ and solving for $y^2$,
\begin{align}
y^2&=2u(1-\eta^2)-u^2\nonumber\\
&=1-(u-1)^2-2\eta^2u
=1-6\eta^2+O(\eta^3),
\end{align}
because $u-1=2\eta y+O(\eta^2)$ and $y^2=1$ at leading order. Through second order the half-height points lie at $y=\pm(1-3\eta^2)$, measured from $q_m$, so the full width is multiplied by $1-3\eta^2$. Terms mixing this effect with the previous correction are of higher order, so the two add:
\begin{equation}
\Delta q_m d\simeq2s_m\left[1+s_m^2\left(\frac1{12}-\frac{3}{4\pi^2m^2}\right)\right].
\label{eq:corrected}
\end{equation}

\subsection{Finite grating length}

For $Ns_m\gg1$, $z^N$ is negligible in \eqref{eq:finite}. Near the peak write $z=e^{-w}$ with $w=s_m-ix$. For small $w$, $(1+z)/(1-z)=\coth(w/2)\simeq2/w$ and $z/(1-z)^2=1/[4\sinh^2(w/2)]\simeq1/w^2$. Taking real parts,
\begin{equation}
S_N\simeq\frac{2s_m}{s_m^2+x^2}
-\frac2N\frac{s_m^2-x^2}{(s_m^2+x^2)^2}.
\end{equation}
The peak height is $(2/s_m)[1-1/(Ns_m)]$. Put the upper half-height point at $x=s_m+\delta$. The first term has slope $-1/s_m^2$ at $x=s_m$, and the second term vanishes there, so to first order in $1/N$
\begin{equation}
\frac1{s_m}-\frac{\delta}{s_m^2}
=\frac1{s_m}\left(1-\frac1{Ns_m}\right)
\quad\Longrightarrow\quad \delta=\frac1N.
\end{equation}
The lower side gives the same displacement outwards. Hence
\begin{equation}
\Delta q_m\simeq\frac{2s_m}{d}+\frac{2}{Nd},\qquad Ns_m\gg1.
\label{eq:size}
\end{equation}

In the opposite limit, $Ns_m\ll1$, the grating scatters as a perfect one, with $S_N=\sin^2(Nx/2)/[N\sin^2(x/2)]$. For large $N$ half height requires $\sin v/v=1/\sqrt2$ with $v=Nx/2$, whose solution is $v=1.392$. The width is then $4v/(Nd)=5.57/(Nd)$, independent of order. The constant $2/(Nd)$ in \eqref{eq:size} is a correction to a disorder-dominated peak and must not be used in this limit.

\section{Why accumulation is essential}
\label{sec:corr}

Suppose the spacing errors are jointly Gaussian, neighbouring ones have correlation $\rho$ and more distant ones are uncorrelated. A sum of $n$ errors contains $n-1$ neighbouring pairs, so its variance is
\begin{equation}
V_n=n\sigma^2+2(n-1)\rho\sigma^2
=n\sigma^2(1+2\rho)-2\rho\sigma^2 .
\label{eq:variance}
\end{equation}
Inserting $e^{-q^2V_n/2}=e^{2\rho s}e^{-ns'}$, with $s'=(1+2\rho)s$, into the pair sum for $N\to\infty$ gives
\begin{equation}
S=1-e^{2\rho s}+e^{2\rho s}\,
\frac{\sinh s'}{\cosh s'-\cos qd}.
\end{equation}
For $1+2\rho>0$ and small $s$, the smooth background is of order $s$ while the peak is of order $1/s'$. The leading width is therefore $2s_m(1+2\rho)/d$. Peak widths determine $\sigma\sqrt{1+2\rho}$; they give $\sigma$ itself if the spacings are known to be independent.

Independent placement errors $u_j$ about a fixed lattice, $x_j=jd+u_j$, are the limiting case. The spacing errors $u_{j+1}-u_j$ have variance $\sigma^2=2\langle u^2\rangle$ and neighbouring covariance $-\langle u^2\rangle$, so $\rho=-1/2$. Then $V_n=\sigma^2$ at every distance, and
\begin{equation}
S_N=1-e^{-s}+e^{-s}S_N^{\rm perfect}.
\end{equation}
The peaks lose height to a diffuse background but do not acquire a disorder width. For 1000 lines, with $d=28$ nm and $\sigma=0.8$ nm held fixed, the computed widths are $1.988\times10^{-4}$ nm$^{-1}$ at order 1 and $1.989\times10^{-4}$ nm$^{-1}$ at order 6, against $1.988\times10^{-4}$ nm$^{-1}$ for a perfect grating.

\section{Worked example}

Take $d=28$ nm, $\sigma=0.8$ nm, $N=1000$ and line width 12 nm. Then $\sigma/d=0.02857$ and
\begin{align}
s_1&=2\pi^2(0.02857)^2=0.0161,\\
\Delta q_1&\simeq\frac{2(0.01611)}{28\ \mathrm{nm}}
=1.151\times10^{-3}\ \mathrm{nm}^{-1}.
\end{align}
At order 6 the law gives 36 times this width, $0.0414$ nm$^{-1}$. For 17 keV photons the two widths correspond to angles of 13.4 and 481 $\mu$rad. The table lists widths in $10^{-3}$ nm$^{-1}$ from the law, from the full curve for an endless grating and from that for 1000 lines. The last column is $\sigma$ obtained by applying \eqref{eq:law} to the 1000-line width.

\begin{center}
\begin{tabular}{cccccc}
$m$ & $s_m$ & law & endless & $N=1000$ & $\sigma$ (nm)\\
1 & 0.016 & 1.151 & 1.151 & 1.229 & 0.827\\
2 & 0.064 & 4.604 & 4.605 & 4.678 & 0.806\\
3 & 0.145 & 10.36 & 10.38 & 10.45 & 0.803\\
4 & 0.258 & 18.42 & 18.51 & 18.59 & 0.804\\
5 & 0.403 & 28.77 & 29.16 & 29.23 & 0.806\\
6 & 0.580 & 41.44 & 42.62 & 42.70 & 0.812
\end{tabular}
\end{center}

The inferred $\sigma$ is least biased at intermediate orders. At low order the finite length adds relatively most to the width; at high order the correction of relative size about $s_m^2/12$, left out of \eqref{eq:law}, becomes appreciable. At order 4, \eqref{eq:corrected} predicts an excess of 0.52\,\% over the law, and the full curve gives 0.53\,\%. At order 6 the law is 2.8\,\% below the endless-grating width. The last order with half-height points on both sides is 10, in agreement with the estimated limit $m=10.46$.

A straight-line fit of the 1000-line widths against $m^2$ for orders 1 to 4 has slope $b=1.157\times10^{-3}$ nm$^{-1}$. Therefore
\begin{equation}
\sigma=\frac{\sqrt{b\,d^3}}{2\pi}=0.802\ \mathrm{nm},
\end{equation}
which is 0.3\,\% above the input. The intercept is $5.6\times10^{-5}$ nm$^{-1}$, whereas $2/(Nd)=7.1\times10^{-5}$ nm$^{-1}$. The excess of the endless-grating widths over the law, concentrated at order 4, tilts the fitted line; by least squares with the tabulated orders it lowers the intercept by about $2\times10^{-5}$ nm$^{-1}$. The finite-length broadening at order 1, which is slightly larger than $2/(Nd)$, raises it again by about $0.5\times10^{-5}$ nm$^{-1}$. Reading $N$ from the intercept would give about 1280 lines instead of 1000.

\section{Implementation and instrumental effects}

The widths derived above belong to the mean intensity. A single coherently lit grating with $Ns_m\gg1$ gives a speckled peak instead, whose intensity fluctuates by about its own mean, and the half-height width of one speckle says nothing about $\sigma$. The intensity must therefore be averaged over many gratings or many lit regions. The constant $2/(Nd)$ in \eqref{eq:size} holds for a uniformly lit grating with sharp ends. A smooth beam profile adds much less: for a Gaussian beam whose intensity covers 1000 lines at half maximum, the added width is about $0.9\times10^{-5}$ nm$^{-1}$ at order 1 and $0.1\times10^{-5}$ nm$^{-1}$ at order 3, against $2/(Nd)=7.1\times10^{-5}$ nm$^{-1}$. A finite coherence length of the beam is part of the angular resolution and is removed with it in step 1. For averaged data that satisfy the model, the inversion can proceed as follows.
\begin{enumerate}
\item Remove the instrument resolution, then divide the intensity by $|F(q)|^2$, away from zeros of $F$.
\item Plot $\Delta q_m$ against $m^2$ and obtain a first $\sigma$ from the slope.
\item Check that $s_m\ll1$ and $Ns_m\gg1$ for the orders used.
\item For larger $s_m$, subtract $2/(Nd)$ if the grating is known to consist of $N$ uniformly lit lines with sharp ends, and invert \eqref{eq:frozen}:
\begin{equation}
s_m=2\,\mathrm{arsinh}\!\left[\sin\frac{\Delta q_m d}{4}\right],
\qquad \sigma=\frac{d}{\pi m}\sqrt{\frac{s_m}{2}}.
\end{equation}
\end{enumerate}
At order 6 the corrected width is $0.04270-0.00007=0.04263$ nm$^{-1}$. This gives $s_6=0.580$ and $\sigma=0.800$ nm, in place of 0.812 nm from the leading law.

An angular resolution of 20 $\mu$rad is $1.72\times10^{-3}$ nm$^{-1}$ here, more than the disorder width of order 1. Convolving a Lorentzian of the law's width with a Gaussian of this width gives $2.42\times10^{-3}$ nm$^{-1}$ at order 1, about twice the disorder width. At order 3 the increase is 2.9\,\%, and at order 6 it is 0.2\,\%. Order 1 should not be used without deconvolution in this case.

A slow pitch drift of relative width 0.2\,\% contributes a width of its own, $0.002\,q_m$, linear in $m$. It is 39\,\% of the disorder width at order 1 and 6.5\,\% at order 6. These ratios are not the broadening of the measured peak. The two widths add if both profiles are Lorentzian, but not for profiles in general. For 1000 lines, a Gaussian spread of pitch increases the width at order 1 by about 13\,\% (14\,\% for an endless grating) and a linear drift along the grating by about 5\,\%; at order 6 the growth is below 0.5\,\% in both cases. Drift need not appear as a separate linear term in the measured widths.

The line form factor, if not divided out, changes the endless-grating width by at most 0.14\,\% in magnitude at orders 1 to 4, but by $+6.4\,\%$ at order 5 and $-1.5\,\%$ at order 6. For a rectangular line profile, $F$ vanishes at multiples of $2\pi/(12\ \mathrm{nm})$, which are orders $2.33$, $4.67$ and $7$. Orders 2 and 5 both lie a third of an order from a zero, but the peak of order 5 is about six times wider, so $|F|^2$ changes far more across it. Order 7 falls on a zero, where dividing by $|F|^2$ is not possible.

\section{Relation to real line patterns}

The example has the scale of block-copolymer lamellae, whose pitch can be some tens of nanometres and depends on the chain length. The pitch, the spacing error and the other settings are model inputs. A run of 1000 lines without a dislocation is a demanding assumption. With 100 lines, $Ns_1=1.6$ and the law fails at order 1, while at order 3 the finite length still adds about 8\,\% to the disorder width. Real lines also bend, and their spacing errors vary along their length, which this one-dimensional model leaves out. Interactions between lamellae can correlate neighbouring spacings. A correlation of $-0.2$ at fixed $\sigma$ lowers the leading disorder width by 40\,\%, so that assuming independence would give a $\sigma$ 23\,\% too small. For a grating whose lines are each placed relative to a common mask or stage coordinate, with independent placement errors, the fixed-lattice result applies and the quadratic law does not. The numerical output gives the remaining values for the example.

\section*{Values computed for the example and the checks}
\begin{verbatim}
pitch 28.0 nm, spacing error 0.80 nm, line width 12.0 nm
lines N = 1000, grating length 28.0 um
sigma/pitch = 0.02857
accumulated error after 100 spacings 8.00 nm
accumulated error after N spacings 25.30 nm
FWHM in 1/nm: law, endless grating, N lines; sigma from N lines in nm
m=1 q=0.2244/nm s=0.01611 law=0.001151 endless=0.001151 N=0.001229 sigma=0.8268
m=2 q=0.4488/nm s=0.06445 law=0.004604 endless=0.004605 N=0.004678 sigma=0.8064
m=3 q=0.6732/nm s=0.14502 law=0.010359 endless=0.010375 N=0.010448 sigma=0.8034
m=4 q=0.8976/nm s=0.25782 law=0.018416 endless=0.018513 N=0.018586 sigma=0.8037
m=5 q=1.1220/nm s=0.40284 law=0.028774 endless=0.029158 N=0.029233 sigma=0.8063
m=6 q=1.3464/nm s=0.58009 law=0.041435 endless=0.042623 N=0.042701 sigma=0.8121
N*s for orders 1..6: [ 16.1  64.5 145.  257.8 402.8 580.1]
peak height coth(s/2), orders 1..6: [124.12  31.04  13.82   7.8    5.03   3.54]
valley tanh(s/2), orders 1..6: [0.0081 0.0322 0.0724 0.1282 0.1987 0.2822]
law error at m=6, endless grating: -2.79 %
peak shift at m=3: -3.977e-05 1/nm
finite-length width 2/(N pitch) = 7.143e-05 1/nm
measured added width / (2/N) at m=3: 1.0156
fit over m=1..4: slope 1.157248e-03 1/nm, intercept 5.595e-05 1/nm
sigma from fit 0.8022 nm
half-height limit: s = 1.7627, m = 10.46
last order with half height found numerically: 10
random gratings: largest deviation 2.15 standard errors
rho=-0.2: FWHM at m=3 0.006308 1/nm, predicted 0.006287 1/nm
independent positions: FWHM m=1 1.9880e-04, m=6 1.9890e-04 1/nm
perfect grating of N lines: FWHM 1.9879e-04 1/nm
photon energy 17.0 keV, wavelength 0.07293 nm
law width as angle: m=1 13.4 urad, m=6 481.0 urad
resolution 20 urad = 0.001723 1/nm
law width blurred by resolution, orders 1..6 (1/nm): 0.00242 0.00521 0.01066 0.01859 0.02889 0.04151
pitch drift 0.2 %: width m=1 0.000449, m=6 0.002693 1/nm
width change by line form factor, orders 1..6 (%): -0.00 0.14 0.02 0.07 6.42 -1.51
probability that neighbouring lines overlap: 2.8e-89
\end{verbatim}
